# Resonant charge transfer between a slow proton and hydrogen

## What weak-coupling theory gets wrong

Send a 1 keV proton past a hydrogen atom at a distance of 4 bohr and treat electron transfer as a weak perturbation. The result is a transfer probability of 2.5. The electron is exchanged so readily that an expansion in the exchange coupling fails, and it fails at the distances that supply much of the transfer. A charge balance for a slow beam needs a result that stays between 0 and 1:

$$P(b,v)=\sin^2\left[\frac12\int_{-\infty}^{\infty}\big(E_u-E_g\big)\,dt\right].\qquad(1)$$

Here $E_g$ and $E_u$ are the lowest electronic energies of even (gerade) and odd (ungerade) parity at the momentary proton distance. Atomic units are used: $\hbar$, the electron mass and the elementary charge are 1, length is in bohr and energy in hartree.

## The model

The protons A and B are treated as classical particles on a straight path with impact parameter $b$ and constant relative speed $v$:

$$\mathbf R(t)=(b,0,vt),\qquad R(t)=\sqrt{b^2+v^2t^2}.$$

The origin is midway between them, so $\mathbf R_A=-\mathbf R/2$ and $\mathbf R_B=+\mathbf R/2$. Their velocities are $\mathbf v_A=-\mathbf v/2$ and $\mathbf v_B=+\mathbf v/2$. The midpoint does not accelerate, so no inertial force appears. The electron obeys

$$i\partial_t\psi=H(t)\psi,\qquad H=-\frac12\nabla^2-\frac1{r_A}-\frac1{r_B},$$

where $r_A$ and $r_B$ are its distances from the protons. The repulsion $1/R(t)$ contains no electron coordinate. It multiplies $\psi$ by a phase and changes no probability. Spin-dependent forces and radiation are left out. The electron starts in 1s on A, and $P$ is the probability that it ends in 1s on B.

## Parity separates the problem

Let $\Pi$ invert the electron coordinate, $\Pi\psi(\mathbf r)=\psi(-\mathbf r)$. Inversion exchanges $r_A$ and $r_B$ and leaves $\nabla^2$ unchanged, so $\Pi H(t)=H(t)\Pi$ at every instant. Applying $\Pi$ to the wave equation gives

$$i\partial_t(\Pi\psi)=H(t)(\Pi\psi).$$

Thus $\psi+\Pi\psi$ and $\psi-\Pi\psi$ evolve independently. In this model this holds at any speed.

Far from the other proton, an atom moving with A is described by

$$\chi_A=\varphi(|\mathbf r-\mathbf R_A|)\,e^{i\mathbf v_A\cdot\mathbf r},\qquad \varphi(r)=\frac{e^{-r}}{\sqrt\pi},$$

apart from a time-dependent phase. The exponential, called the boost, gives the electron the velocity of its atom. Because $\mathbf R_B=-\mathbf R_A$ and $\mathbf v_B=-\mathbf v_A$, inversion turns $\chi_A$ into $\chi_B$. The remaining phases depend on $v_A^2=v_B^2$ and on $R$, so they are the same for both atoms. At large separation the overlap of the atoms vanishes, and the normalized parity states are

$$g=\frac{\chi_A+\chi_B}{\sqrt2},\qquad u=\frac{\chi_A-\chi_B}{\sqrt2}.$$

Adding and subtracting them gives

$$\chi_A=\frac{g+u}{\sqrt2},\qquad \chi_B=\frac{g-u}{\sqrt2}.$$

Let $a_g$ be the amplitude for a system that starts in $g$ to end in $g$, and define $a_u$ likewise. After the collision

$$\psi=\frac{a_g\,g+a_u\,u}{\sqrt2}+\text{(other states)}.$$

Projection on $\chi_B$ brings a second factor $1/\sqrt2$ and a minus sign for $u$:

$$\langle\chi_B|\psi\rangle=\frac{a_g-a_u}{2},\qquad P=\frac14|a_g-a_u|^2.\qquad(2)$$

The probability of staying on A is $|a_g+a_u|^2/4$. The two add up to $(|a_g|^2+|a_u|^2)/2$, and what is missing from 1 has left the 1s level.

## Slow motion supplies the phases

Within one parity, let $\phi_n$ be the real, normalized eigenfunctions, $H\phi_n=E_n\phi_n$, and write

$$\psi=\sum_n c_n\phi_n e^{-i\int^tE_n\,dt'}.$$

Insert this into the wave equation. The terms with $E_n$ cancel, and projection on $\phi_n$ leaves

$$\dot c_n=-\sum_m c_m\langle\phi_n|\partial_t\phi_m\rangle\,e^{i\int^t(E_n-E_m)dt'}.$$

The term $m=n$ vanishes: differentiating $\langle\phi_n|\phi_n\rangle=1$ gives $2\langle\phi_n|\partial_t\phi_n\rangle=0$ for a real function. For $m\ne n$, differentiate $H\phi_m=E_m\phi_m$ and project on $\phi_n$:

$$\langle\phi_n|\partial_t\phi_m\rangle=\frac{\langle\phi_n|(\partial_tH)|\phi_m\rangle}{E_m-E_n}.$$

Since $H$ changes only through the proton positions, this coupling is proportional to $v$. It also multiplies an oscillating phase. If the energy gap is large compared with the coupling, the admixture is of order coupling divided by gap and can be dropped at leading order in $v$. Then

$$a_g=e^{-i\int E_g dt},\qquad a_u=e^{-i\int E_u dt}.\qquad(3)$$

The signs of $\phi_g$ and $\phi_u$ are carried continuously along the path, so that $\phi_u$ keeps its positive lobe on A while the axis turns. This point matters again at small $b$.

Each integral in (3) diverges, because the energies tend to $-1/2-1/R$ at large distance. Their difference decays fast and has a finite integral. Define

$$\Delta=E_u-E_g,\qquad \theta=\int_{-\infty}^{\infty}\Delta\,dt.$$

Taking the common factor $e^{-i\int E_gdt}$ out of (2),

$$P=\frac14|1-e^{-i\theta}|^2=\frac14(2-2\cos\theta)=\sin^2\frac\theta2,$$

which is (1). The half comes from $1-\cos\theta=2\sin^2(\theta/2)$. With $z=vt$ and the symmetry of the path,

$$\theta(b,v)=\frac2v\int_0^\infty\Delta\left(\sqrt{b^2+z^2}\right)dz.\qquad(4)$$

At a fixed distance $R$ the same algebra gives a transfer probability $\sin^2(\Delta t/2)$. The electron crosses over in a time $\pi/\Delta$, and the collision decides when this oscillation stops.

## What happened to the boost

The eigenfunctions $\phi_n$ contain no boost, while the final atoms do. In a frame moving with an atom at velocity $\mathbf w$, the kinetic energy operator gains the term $-\mathbf w\cdot\mathbf p$, and

$$\frac{p^2}{2}-\mathbf w\cdot\mathbf p=\frac{(\mathbf p-\mathbf w)^2}{2}-\frac{w^2}{2}.$$

The ground state is therefore the resting atom with its momentum shifted by $\mathbf w$. At large $R$ the boost is thus part of the order-$v$ admixture dropped above.

The size of the omission follows from the overlap of boosted and resting atoms, with $w=v/2$:

$$\langle\varphi|e^{iwz}|\varphi\rangle\approx1-\frac{w^2}{2}\langle z^2\rangle,\qquad \langle z^2\rangle=\frac13\int_0^\infty4r^4e^{-2r}dr=1.$$

The probability lost is $1-(1-w^2/2)^2\approx w^2=v^2/4$. This is about 0.01 for the collision treated below.

## Distant collisions

Over a limited range let $\Delta(R)\approx\Delta(b)e^{-\kappa(R-b)}$. If $\kappa b\gg1$, the important part of the path has $z\ll b$, where $R-b\approx z^2/(2b)$. Equation (4) becomes a Gaussian integral:

$$\theta\approx\frac{\Delta(b)}v\int_{-\infty}^{\infty}e^{-\kappa z^2/(2b)}dz=\frac{\Delta(b)}v\sqrt{\frac{2\pi b}{\kappa}}.\qquad(5)$$

For small $\theta$ the probability is $P\approx\theta^2/4$, which is the weak-coupling result. It falls as $1/v^2$ at fixed $b$. Once $\theta$ exceeds $\pi$, slowing the proton can lower $P$, because the electron has time to return.

## The splitting

The splitting must come from the two-centre problem itself. With $\lambda=(r_A+r_B)/R$ and $\mu=(r_A-r_B)/R$, the attraction is

$$-\frac1{r_A}-\frac1{r_B}=-\frac{4\lambda}{R(\lambda^2-\mu^2)}.$$

For states symmetric about the axis, the Laplacian is

$$\nabla^2=\frac{4}{R^2(\lambda^2-\mu^2)}\left[\partial_\lambda(\lambda^2-1)\partial_\lambda+\partial_\mu(1-\mu^2)\partial_\mu\right].$$

Put $\psi=L(\lambda)M(\mu)$ and multiply $(H-E)\psi=0$ by $-R^2(\lambda^2-\mu^2)/2$. With $p^2=-R^2E/2$ and separation constant $C$,

$$[(\lambda^2-1)L']'+(2R\lambda-p^2\lambda^2+C)L=0,$$

$$[(1-\mu^2)M']'+(p^2\mu^2-C)M=0.$$

Inversion changes $\mu$ to $-\mu$, so even $M$ gives $E_g$ and odd $M$ gives $E_u$. The equations were solved by expanding $L$ in Laguerre functions and $M$ in Legendre polynomials, and varying $E$ until both gave the same $C$.

| $R$ (bohr) | $E_g$ (hartree) | $E_u$ (hartree) | $\Delta$ (hartree) |
|---|---|---|---|
| 1 | −1.4518 | −0.5648 | 0.8870 |
| 2 | −1.1026 | −0.6675 | 0.4351 |
| 4 | −0.7961 | −0.6956 | 0.1005 |
| 6 | −0.6786 | −0.6573 | 0.0213 |

## A 1 keV proton

For a free hydrogen atom at rest, a proton energy of 1000 eV gives $v=0.2001$, a fifth of the electron's typical speed in 1s. Numerical integration of (4) at $b=4$ gives $\theta=3.177$, so

$$P=\sin^2(1.5885)=0.9997.$$

The electron changes proton almost with certainty. Weak coupling would give $3.177^2/4=2.5$, the impossible value at the start. At half the speed and the same $b$, $\theta$ doubles and (1) gives $\sin^2(3.177)\approx0.001$: the electron has gone over and come back.

At $b=6$, $\theta=0.7654$ and $P=\sin^2(0.3827)=0.139$. The estimate (5) can be tried here. The splittings at 4 and 6 bohr give a mean decay rate $\kappa=\frac12\ln(0.1005/0.0213)\approx0.78$, and hence $\theta\approx0.74$, 3% below the integral. At $b=4$ the same $\kappa$ gives 2.9, about 10% low.

To see what adiabatic following omits, the time-dependent wave equation was also solved numerically on the same straight paths. The electron was expanded in s and p Gaussian functions carried by both protons, and the final state was projected on the moving 1s atoms. This calculation includes transitions to the other states that the basis can represent. It lacks d and higher functions, so it estimates the errors and is not an exact reference. A larger basis with d functions changes the transfer probabilities below by less than 0.01. In the table, "loss" is the probability of leaving 1s on both protons.

| $b$ (bohr) | $\theta$ (rad) | $P$ from (1) | $P$, time-dependent | Loss |
|---|---|---|---|---|
| 1 | 18.306 | 0.072 | 0.546 | 0.251 |
| 2 | 10.898 | 0.549 | 0.722 | 0.019 |
| 4 | 3.177 | 1.000 | 0.999 | 0.000 |
| 6 | 0.765 | 0.139 | 0.127 | 0.000 |

At 4 bohr the two probabilities nearly coincide, but this is a mild test: $\theta$ is close to $\pi$, where $P$ has its maximum and a small phase error hardly changes it. The formula is 10% above the time-dependent value at 6 bohr, 24% below it at 2 bohr (23% with the larger basis, which gives 0.716 there), and fails at 1 bohr. Part of the difference at 6 bohr belongs to the Gaussian basis, whose splitting at $R=6$ is 1% too small; the larger basis gives 0.130 there, which leaves the formula 7% too high.

## The first correction in speed

Even without loss, virtual transitions shift the phases. The couplings are proportional to $v$, so second-order perturbation theory gives energy shifts proportional to $v^2$. The collision lasts a time proportional to $1/v$, and the net error in $\theta$ is proportional to $v$. The shift $-w^2/2=-v^2/8$ of a moving atom persists at large $R$, but it is common to both parities and cancels.

At fixed $b=4$, the phase from the time-dependent solution minus the adiabatic phase in the same basis is −0.081 rad at $v=0.200$, −0.042 rad at 0.100 and −0.022 rad at 0.050. Each halving of the speed nearly halves the error, as the argument requires. The third decimal depends on the basis: with d and f functions added, the values are −0.085, −0.043 and −0.022 rad. Near a zero of $P$ even a small phase error matters: at $v=0.100$ it changes the value 0.001 found above to about 0.0002.

## Why close collisions fail

As $R\to0$ the protons act as one charge of 2. The gerade state becomes 1s, at −2 hartree, and the next level lies at −0.5 hartree. The ungerade state becomes a 2p orbital along the axis, called 2pσ. It is then degenerate with 2pπ, the 2p orbital perpendicular to the axis. The axis turns at the rate $v/b$ at closest approach. If this rate is not small compared with the gap between 2pσ and 2pπ, the lobe cannot follow the axis.

The limit $b=0$ shows the consequence. Suppose the straight path is kept and the protons pass through each other. The axis does not turn, and symmetry about it forbids transitions to 2pπ. The positive lobe of the ungerade state stays on the same side in space, while A moves to the other side. Relative to the labels A and B, $a_u$ gains a factor −1, and (2) gives

$$P=\frac14|1+e^{-i\theta}|^2=\cos^2\frac\theta2.$$

This is the complement of (1). Between the two limits there must be a region where neither applies.

The time-dependent solution at $b=1$ lies in that region. Of the ungerade part, 50% leaves the initial level; the gerade part loses nothing at the accuracy of the calculation. Since each part carries half the probability, the total loss is 25%. The size of the loss does not by itself explain the wrong $P$. With $|a_g|=1$ and $|a_u|^2=0.499$, the unshifted phase would give

$$P=\frac14\left[1+0.499-2\sqrt{0.499}\cos(18.306)\right]\approx0.072.$$

To reach 0.546, the relative phase must differ from the adiabatic one by at least about 1.5 rad. That the missing ungerade part sits in 2pπ is the natural reading of the degeneracy, but the final states were not resolved.

## The cross section and its reliability

The cross section sums the probability over rings of area $2\pi b\,db$:

$$\sigma=2\pi\int_0^\infty P(b,v)\,b\,db.$$

Numerical integration of (1) up to 14 bohr gives $\sigma=62.9$ bohr², or $1.76\times10^{-15}$ cm². This is the area of a disc of radius $\sqrt{62.9/\pi}=4.5$ bohr.

Impact parameters below 2 bohr supply 8.7% of it, or 5.5 bohr². Their full area is $4\pi=12.6$ bohr². Since $P$ lies between 0 and 1, replacing (1) by the correct probability inside 2 bohr can lower $\sigma$ by at most 9% or raise it by at most 11.3%. Errors outside that radius come in addition; the phase errors found in the time-dependent comparison lower $\sigma$ by roughly 2%.

The straight path can be judged from the potential. On the ungerade curve, measured from separated particles, it is $E_u+1/R+1/2$. At 4 bohr this is 0.054 hartree, against a relative energy of 500 eV, or 18.4 hartree, and it lowers the relative speed by 0.15%. At 1 bohr the reduction is 2.6%. The de Broglie wavelength of the relative motion is 0.034 bohr, small compared with the distances over which $\Delta$ changes. At 10 eV, however, the potential at 4 bohr would be 30% of the relative energy. The collision must therefore be slow for the electron and still fast for the protons.

## Beams in practice

The speed grows as the square root of the energy and reaches 1 at about 25 keV, where the slow-collision argument no longer holds. The target matters too: hydrogen gas at room temperature is molecular. In a 1 keV collision most of the exchange takes place within about 1 fs, too short for the nuclei of a hydrogen molecule to move much. At fixed nuclei the molecule binds its electron more strongly than the atom by about 2.8 eV, or 0.10 hartree, and the resonance is lost. For two states with coupling $\Delta/2$ and energy mismatch $\omega$, the oscillation at fixed distance has frequency $\sqrt{\Delta^2+\omega^2}$ and its largest transfer probability is $\Delta^2/(\Delta^2+\omega^2)$. With the atomic splittings used as a stand-in, this ceiling is about 0.5 at 4 bohr and 0.04 at 6 bohr, where resonance would allow 1. The cross section above therefore applies to atomic hydrogen and should not be used for the molecular gas. Inside a solid, the neighbouring atoms in general remove the inversion symmetry on which the derivation rests.
